# Thinnest film that guides a transverse-electric mode at 633 nm

## Problem

A flat film of refractive index $n_f=2.00$ lies on a thick substrate of index $n_s=1.46$, with air of index $n_c=1.00$ above it. Light of vacuum wavelength $\lambda=633$ nm is to travel along the film as a guided mode with its electric field parallel to the film and perpendicular to the direction of travel (transverse-electric, TE). How thick must the film be?

All three media are taken as uniform, isotropic, non-magnetic and lossless, and the air and the substrate as half-spaces. A guided mode is a field that keeps its shape along the film and whose energy per unit length is finite, so that it dies away on both sides.

## A tempting solution

Let $x$ point from the air into the substrate, with the film at $0<x<t$, and let the mode travel along $z$ with propagation constant $\beta=Nk_0$, where $k_0=2\pi/\lambda$ and $N$ is the effective index. Inside the film the wave zigzags between the two faces with transverse wavenumber

$$\kappa=k_0\sqrt{n_f^2-N^2}.$$

Total reflection at the substrate requires $N>n_s$, so $\kappa$ can be at most

$$\kappa_0=k_0\sqrt{n_f^2-n_s^2}.$$

The wave must reproduce itself after crossing the film twice, which suggests $2\kappa t=2\pi m$. The value $m=0$ gives no film at all, so the thinnest film has $m=1$ and the largest $\kappa$:

$$t=\frac{\pi}{\kappa_0}=\pi\times 73.70\ \text{nm}\approx 232\ \text{nm}.$$

Half a transverse wavelength fits into the film, as in a box with hard walls.

## Where it fails

The bound on $\kappa$ is right, and so is the demand that the wave reproduce itself. The fault is in the phase count: it leaves out the phase that the wave acquires at each total reflection.

To find this phase, place one face at $x=0$. Let the wave $e^{i\kappa x}$ arrive from the film, $re^{-i\kappa x}$ return, and $ae^{-\gamma x}$ be the decaying field outside. For TE light the field and its slope are continuous, as shown below, so

$$1+r=a,\qquad i\kappa(1-r)=-\gamma a.$$

Inserting the first equation into the second gives $i\kappa-i\kappa r=-\gamma-\gamma r$. Collecting the terms in $r$,

$$r=-\frac{\gamma+i\kappa}{\gamma-i\kappa}=\frac{\kappa-i\gamma}{\kappa+i\gamma}=e^{-2i\phi},\qquad \tan\phi=\frac{\gamma}{\kappa}.$$

The second form follows from $\gamma+i\kappa=i(\kappa-i\gamma)$ and $\gamma-i\kappa=-i(\kappa+i\gamma)$.

A hard wall is the limit $\gamma\to\infty$, where $\phi=\pi/2$ and $r=-1$. Two such reflections contribute $-2\pi$ together, which is why they seem to drop out of the count. A dielectric face has a finite $\gamma$ and a smaller $\phi$. At the limit $N=n_s$ the field no longer decays in the substrate, so $\gamma=0$ and $r=+1$ there. The hard-wall picture is therefore worst at the very point where it was used.

## The right solution

**The field equation.** Write the field as $E(x)\,e^{i(\beta z-\omega\tau)}$ along $y$, with $\tau$ the time. Faraday's law, $\nabla\times\mathbf E=i\omega\mu_0\mathbf H$, gives

$$H_x=-\frac{\beta E}{\omega\mu_0},\qquad H_z=\frac{E'}{i\omega\mu_0}.$$

The $y$ component of $\nabla\times\mathbf H=-i\omega\varepsilon_0n^2\mathbf E$ reads $i\beta H_x-H_z'=-i\omega\varepsilon_0n^2E$. Inserting $H_x$ and $H_z$, multiplying by $i\omega\mu_0$ and using $k_0^2=\omega^2\mu_0\varepsilon_0$,

$$\beta^2E-E''=k_0^2n^2E\quad\Longrightarrow\quad E''+k_0^2(n^2-N^2)E=0.$$

The tangential components $E$ and $H_z$ are continuous at a face. Since $H_z\propto E'$ with the same factor in all media, $E$ and $E'$ are both continuous.

**The range of $N$.** Multiply the field equation by $E^*$ and integrate over all $x$. For a field that dies away on both sides, one integration by parts leaves

$$\beta^2\int|E|^2dx=\int\left(k_0^2n^2|E|^2-|E'|^2\right)dx .$$

Hence $\beta^2$ is real and smaller than $k_0^2n_f^2$, so $N<n_f$. In the substrate the field oscillates without decay if $N<n_s$. If $N=n_s$ it is a straight line, which cannot die away unless it is zero. A guided mode therefore needs $n_s<N<n_f$.

**Matching.** The decay rates outside the film are

$$\gamma_c=k_0\sqrt{N^2-n_c^2},\qquad \gamma_s=k_0\sqrt{N^2-n_s^2}.$$

In the air the field is proportional to $e^{\gamma_cx}$, so $E'/E=\gamma_c$ at $x=0$. The film field $\cos(\kappa x-\phi_c)$ has $E'/E=\kappa\tan\phi_c$ there, hence $\tan\phi_c=\gamma_c/\kappa$. In the substrate the field is proportional to $e^{-\gamma_s(x-t)}$, so at $x=t$

$$-\kappa\tan(\kappa t-\phi_c)=-\gamma_s .$$

With $\tan\phi_s=\gamma_s/\kappa$ this becomes

$$\kappa t=m\pi+\arctan\frac{\gamma_c}{\kappa}+\arctan\frac{\gamma_s}{\kappa},\qquad m=0,1,2,\dots$$

Negative $m$ is excluded because the two arctangents add up to less than $\pi$ and $\kappa t$ is positive. This is the round-trip condition with the reflection phases restored: $2\kappa t-2\phi_c-2\phi_s=2\pi m$. The value $m=0$, discarded above, now belongs to a film of finite thickness.

**The threshold.** Read the condition as giving the thickness that belongs to each $N$:

$$t(N)=\frac{m\pi+\arctan(\gamma_c/\kappa)+\arctan(\gamma_s/\kappa)}{\kappa}.$$

As $N$ rises from $n_s$ to $n_f$, both decay rates grow and $\kappa$ falls to zero. The numerator rises and the denominator falls, so $t(N)$ increases steadily from its limit at $N=n_s$ to infinity. Each order $m$ thus has one mode above its limiting thickness and none at or below it. The smallest limit belongs to $m=0$. Setting $N=n_s$, where $\gamma_s=0$ and $\kappa=\kappa_0$, gives

$$t_c=\frac{\lambda}{2\pi\sqrt{n_f^2-n_s^2}}\arctan\sqrt{\frac{n_s^2-n_c^2}{n_f^2-n_s^2}} .$$

**The number.** The differences of squared indices are

$$n_f^2-n_s^2=4.0000-2.1316=1.8684,\qquad n_s^2-n_c^2=1.1316 .$$

With $\lambda/2\pi=100.745$ nm,

$$\frac1{\kappa_0}=\frac{100.745\ \text{nm}}{\sqrt{1.8684}}=73.704\ \text{nm},\qquad \arctan\sqrt{\frac{1.1316}{1.8684}}=\arctan 0.77824=0.66133 ,$$

$$t_c=73.704\ \text{nm}\times0.66133=48.74\ \text{nm}\approx 49\ \text{nm}.$$

The film must be thicker than about 49 nm. Strictly this is a limit and not a smallest allowed value, because at $t=t_c$ itself the field does not decay in the substrate.

The threshold can be found without the arctangent formula. Integrating the field equation numerically at $N=n_s$, from 1500 nm up in the air down into the film, the slope of $E$ first vanishes 48.742 nm below the film's upper face. A field that is flat at this depth stays flat in the substrate, which is the borderline between a field that can be bent into decay and one that cannot.

## What the wrong answer measures

Each further order adds $\pi$ to $\kappa_0t$ at its threshold. The second TE mode therefore appears at

$$t_c+\frac{\pi}{\kappa_0}=48.74+231.55=280.29\ \text{nm},$$

and the numerical integration finds the next zero of the slope at the same depth. The hard-wall result of 232 nm is thus the spacing between successive TE thresholds, not the position of the first. Between 49 and 280 nm the film carries one TE mode.

The limits of the formula show what sets the threshold. If the substrate index is lowered to that of the air, the arctangent goes to zero and so does $t_c$: a symmetric guide keeps its lowest TE mode at any thickness. The threshold comes from the asymmetry. Since $N>n_s>n_c$, the field on the air side always rises at a rate above $k_0\sqrt{n_s^2-n_c^2}$, and the film must be thick enough to turn this rise into a decay. In a symmetric guide the rise can be as slow as one likes, so any thickness suffices. If instead $n_s$ approaches $n_f$, the arctangent tends to $\pi/2$ while $\kappa_0$ goes to zero, and $t_c$ grows without bound. For given $n_f$ and $n_s$, the arctangent stays below $\pi/2$, so $t_c$ is less than $\pi/(2\kappa_0)\approx116$ nm. That value would be reached with a hard wall in place of the air, when a quarter of a transverse wavelength fits into the film.

## Just above the threshold

Let $\delta=t-t_c$ be small. From the definitions,

$$\kappa^2=\kappa_0^2-\gamma_s^2,\qquad \gamma_c^2=k_0^2(n_s^2-n_c^2)+\gamma_s^2 ,$$

so $\kappa$ and $\gamma_c$ differ from their threshold values only in second order in $\gamma_s$. To first order the matching condition for $m=0$ is

$$\kappa_0(t_c+\delta)=\kappa_0t_c+\frac{\gamma_s}{\kappa_0}\quad\Longrightarrow\quad\gamma_s\simeq\kappa_0^2\,\delta .$$

The depth at which the substrate field has fallen to $1/e$ is then

$$\frac1{\gamma_s}\simeq\frac{1}{\kappa_0^2\delta}=\frac{(73.704\ \text{nm})^2}{\delta},$$

or 5.4 µm for a film 1 nm above the threshold. Since $N^2-n_s^2=\gamma_s^2/k_0^2$, the effective index leaves $n_s$ quadratically:

$$N-n_s\simeq\frac{\kappa_0^4\,\delta^2}{2n_sk_0^2}.$$

Solving the full matching condition gives:

| Film | $N$ | $1/e$ depth in substrate |
|---|---|---|
| 50 nm | 1.46018 | 4391 nm |
| 60 nm | 1.47138 | 552 nm |
| 100 nm | 1.57447 | 171 nm |

For the 50 nm film, $\delta=1.258$ nm and the leading law gives 4319 nm, within 2% of the full value. For the 60 nm film it gives 483 nm, already 13% too small, and for the 100 nm film it is of no use. A mode just above threshold exists, but its tail reaches micrometres into the substrate, so any departure from a uniform substrate within that depth disturbs it.

## The other polarization

The answer depends on the word "electric" in the question. In a transverse-magnetic (TM) mode the magnetic field $H$ lies along $y$. The tangential electric field is proportional to $H'/n^2$, so $H$ and $H'/n^2$ are the continuous quantities. Within each uniform layer $H$ obeys the same wave equation as $E$ did. With $H=\cos(\kappa x-\psi)$ in the film, matching at the air face gives

$$\frac{\kappa\tan\psi}{n_f^2}=\frac{\gamma_c}{n_c^2}\quad\Longrightarrow\quad\tan\psi=\frac{n_f^2}{n_c^2}\,\frac{\gamma_c}{\kappa}.$$

At the threshold the slope again vanishes at the substrate face, so $\kappa_0t=\psi$ and

$$t_{\rm TM}=\frac1{\kappa_0}\arctan\left(4\times0.77824\right)=92.86\ \text{nm}.$$

Numerical integration with the TM continuity conditions gives the same value. A film between 49 and 93 nm thick guides TE light but no TM light in this model.

These thresholds matter when guided modes are used to measure a film. One measured $N$ supplies one equation, which cannot fix both $n_f$ and $t$. A second equation comes from the TM mode above 93 nm, provided the film is isotropic, or from the second TE mode above 280 nm. Just above its threshold the new mode helps less, because its index stays close to $n_s$ and depends only weakly on the film. With the TE and TM pair, an error of $10^{-4}$ in each measured $N$ can move the fitted thickness by 2.7 nm for a 94 nm film, against 0.13 nm for a 150 nm film.

## Beside a real film

The indices are rough values for silicon nitride on silica, and 633 nm is the red helium-neon line. The index of silicon nitride depends on its composition. Changing $n_f$ by $-0.02$ or $+0.02$, with all else fixed, moves the threshold by $+1.9$ or $-1.8$ nm. Changing $n_s$ by $\pm0.005$ moves it by $\pm0.6$ nm, and a 1 nm layer of water on the film lowers it by about 0.25 nm. For a real film even the second digit is therefore uncertain: $n_f$ between 2.02 and 1.98 alone puts the threshold between 47 and 51 nm, and a nitride of another composition can lie outside this range. The assumption of a thick substrate also needs a check. On a silica plate 0.5 mm thick, the leading law makes the tail as long as the plate only within 0.011 nm of the threshold. On a silicon wafer with 2 µm of oxide this happens at 2.7 nm above it, and the silicon, whose index is higher than $N$, draws light out of the mode at every film thickness.

The size of this leakage follows from the tail. Let $h$ be the oxide thickness and $q=k_0\sqrt{n_{\rm Si}^2-N^2}$ the transverse wavenumber in silicon. At the silicon face let $a$ be the decaying and $b$ the growing part of the oxide field, and $s=a+b$ their sum. An outgoing wave in the silicon requires $\gamma_s(b-a)=iqs$. Subtracting this from $\gamma_s(a+b)=\gamma_ss$ gives

$$2\gamma_sa=(\gamma_s-iq)s\quad\Longrightarrow\quad s=\frac{2\gamma_s}{\gamma_s-iq}\,a,\qquad a\simeq E(t)\,e^{-\gamma_sh},$$

where the last form holds for weak leakage. The power flux along $x$ is proportional to $\mathrm{Im}(E^*E')=\mathrm{Re}(q)\,|s|^2$, and that along $z$ to $\beta|E|^2$, with the same factor $1/(2\omega\mu_0)$. The fraction of power lost per unit length is therefore

$$\alpha\simeq\frac{\mathrm{Re}(q)}{\beta\int|E|^2dx}\;\frac{4\gamma_s^2}{|\gamma_s-iq|^2}\,E(t)^2e^{-2\gamma_sh}.$$

With a rough silicon index of $3.88+0.02i$, this gives $3.3\times10^{-6}$ dB/cm for the 100 nm film, and solving the matching condition for a complex $N$ gives the same. For the 60 nm film the complex solution gives 2.2 dB/cm. These figures contain the leakage alone, without absorption or scattering in the film. They depend exponentially on $\gamma_sh$, so with indices as uncertain as those above only their order of magnitude carries over to a real wafer. On such a wafer 49 nm is no longer a sharp boundary between guiding and not guiding: no film thickness gives a mode free of leakage, and the 60 nm film leaks far more than the 100 nm film. The further numerical values are in the output below.

## Computed results

```
wavelength: 633 nm
indices air, film, substrate: 1.00, 2.00, 1.46
n_film^2 - n_sub^2: 1.8684
n_sub^2 - n_air^2: 1.1316
wavelength/(2 pi): 100.745 nm
1/kappa0: 73.704 nm
argument of arctan: 0.77824
arctan: 0.66133 rad
TE cutoff, formula: 48.742 nm
TE cutoff, integration: 48.742 nm
second TE cutoff, formula: 280.29 nm
second TE cutoff, integration: 280.29 nm
TM cutoff, formula: 92.86 nm
TM cutoff, integration: 92.86 nm
box N^2 - n_sub^2 at 48.5 nm, zero slope: -6.88e-06
box N^2 - n_sub^2 at 49.0 nm, zero field: 2.04e-05
film 50 nm: N phase condition 1.46018, box 1.46018
  1/e field depth in substrate: 4391 nm
film 60 nm: N phase condition 1.47138, box 1.47138
  1/e field depth in substrate: 552 nm
film 100 nm: N phase condition 1.57447, box 1.57447
  1/e field depth in substrate: 171 nm
decay rate / leading law, 0.1 nm above cutoff: 0.9987
leading-law depth 1 nm above cutoff: 5432 nm
cutoff shift, film index -0.02, +0.02: +1.87, -1.75 nm
cutoff shift, substrate index -0.005, +0.005: -0.56, +0.56 nm
cutoff shift, 1 nm water of index 1.33: -0.25 nm
excess film thickness where leading-law depth equals silica:
  silica 2 um: 2.72 nm
  silica 0.5 mm: 0.0109 nm
silicon index (rough): 3.88 + 0.02i
oxide on silicon: 2.0 um
leakage, 60 nm film: 2.19 dB/cm
leakage, 100 nm film: 3.32e-06 dB/cm
  same from power flux: 3.32e-06 dB/cm
```
